\section*{Temperature-accelerated dynamics of two escape events between 1000 K and 500 K}

\section*{Problem}

An atom on a growing crystal surface sits in a potential basin. Molecular dynamics is run at $T_h=1000$ K. After each escape the pathway is recorded, the atom is put back into the basin, and the clock continues with the time spent in the basin. Two pathways are seen:
\begin{itemize}
\item event 1, barrier $E_1=0.6$ eV, first seen at $t_1=1$ ns;
\item event 2, barrier $E_2=0.5$ eV, first seen at $t_2=2$ ns.
\end{itemize}
No other pathway fires before the run is stopped. The growth temperature of interest is $T_l=500$ K.

(a) Derive the conversion of an escape time from $T_h$ to $T_l$, and find the order of the two events at 500 K.

(b) Find the condition for the order to change, the temperature at which the two times coincide, and the smallest barrier difference that suffices.

(c) The times are random. Taking $1/t_1$ and $1/t_2$ as illustrative rates at 1000 K, find how probable a change of order is.

(d) How long must the run last before the earliest extrapolated event may be accepted? Allow a chance $\delta=0.05$ per pathway of missing an overtaking event, and compare minimum prefactors of $10^{11}$ and $10^{12}\ \mathrm{s^{-1}}$.

(e) Estimate, for a silicon adatom, whether the neglected effects could alter the order.

\section*{Solution}

\subsection*{(a) Conversion of the times}

Let $\beta=1/k_BT$. Each pathway $i$ is taken as an independent random process with constant rate
\begin{equation}
k_i(T)=\nu_i e^{-\beta E_i},
\end{equation}
where the prefactor $\nu_i$ and the barrier $E_i$ do not depend on temperature. This is harmonic transition-state theory with classical nuclei. It also requires the atom to lose memory of its entry into the basin long before it escapes; putting it back then does not disturb the statistics.

With a constant rate, the probability that pathway $i$ has not fired by time $t$ is $e^{-k_it}$. Define $\theta=k_it$. Then
\begin{equation}
P(\theta>s)=P(t>s/k_i)=e^{-s},
\end{equation}
which contains neither the rate nor the temperature. A value of $\theta$ drawn at $T_h$ is therefore a valid draw at $T_l$. Holding it fixed gives $k_i(T_h)\,t_{i,h}=k_i(T_l)\,t_{i,l}$, and so
\begin{equation}
t_{i,l}=t_{i,h}\frac{\nu_ie^{-\beta_hE_i}}{\nu_ie^{-\beta_lE_i}}
=t_{i,h}\,e^{E_i\Delta\beta},\qquad \Delta\beta=\beta_l-\beta_h .
\label{eq:conv}
\end{equation}
The prefactor cancels, so the barrier and the observed time suffice. The result is one statistically correct sample of the time at 500 K, not a forecast of when a particular atom will move.

With $k_B=8.61733\times10^{-5}$ eV/K,
\begin{equation}
\beta_h=11.6045\ \mathrm{eV^{-1}},\qquad
\beta_l=23.2090\ \mathrm{eV^{-1}},\qquad
\Delta\beta=11.6045\ \mathrm{eV^{-1}}.
\end{equation}
Here $\Delta\beta=\beta_h$ because $T_l=T_h/2$. The two times become
\begin{align}
t_{1,l}&=(1\ \mathrm{ns})\,e^{0.6\times11.6045}
=(1\ \mathrm{ns})\,e^{6.9627}=1056.5\ \mathrm{ns},\\
t_{2,l}&=(2\ \mathrm{ns})\,e^{0.5\times11.6045}
=(2\ \mathrm{ns})\times331.0=662.1\ \mathrm{ns}.
\end{align}
Event 1 comes first at 1000 K, but at 500 K event 2 comes first, at about $0.66\ \mu$s against $1.06\ \mu$s. The order is reversed. Cooling lengthens both waits, and it lengthens the wait over the higher barrier more.

\subsection*{(b) Condition for the reversal}

Event 2 is first at $T_l$ if $t_2e^{E_2\Delta\beta}<t_1e^{E_1\Delta\beta}$. Dividing by the positive quantity $t_1e^{E_2\Delta\beta}$ gives
\begin{equation}
\frac{t_2}{t_1}<a,\qquad a=e^{(E_1-E_2)\Delta\beta}.
\label{eq:cond}
\end{equation}
Here $t_2/t_1=2$ and $a=e^{1.16045}=3.191$. The condition holds with a margin $a/(t_2/t_1)=1.596$: the ratio of the times could be wrong by this factor before the order changed back.

The times coincide at a temperature $T_x$ for which equality holds. Taking the logarithm,
\begin{equation}
\frac{E_1-E_2}{k_B}\left(\frac1{T_x}-\frac1{T_h}\right)=\ln\frac{t_2}{t_1}
\;\Rightarrow\;
\frac1{T_x}=\frac1{T_h}+\frac{k_B\ln(t_2/t_1)}{E_1-E_2}.
\end{equation}
This gives $T_x=626$ K. For growth between 626 K and 1000 K event 1 would still come first; below 626 K event 2 does.

At fixed $T_l=500$ K, condition (\ref{eq:cond}) can be solved for the barrier difference instead:
\begin{equation}
E_1-E_2>\frac{\ln(t_2/t_1)}{\Delta\beta}
=\frac{\ln2}{11.6045\ \mathrm{eV^{-1}}}=0.060\ \mathrm{eV}.
\end{equation}
The given difference of 0.1 eV exceeds this by 0.040 eV.

Two limits show what drives the effect. If the barriers are equal, $a=1$ and both times grow by the same factor, so the order is kept at every temperature. If $E_1>E_2$ and $T_l\to0$, then $a\to\infty$, and the event with the lower barrier comes first however late it was seen at $T_h$. If the later event had the higher barrier, $a$ would be below 1 and cooling could not reverse the order.

\subsection*{(c) How probable is a reversal?}

A single observed time does not determine a rate. For illustration, set the rates at 1000 K to $k_1=1\ \mathrm{ns^{-1}}$ and $k_2=0.5\ \mathrm{ns^{-1}}$, so that the observed times equal the mean waits.

Let $\tau_1,\tau_2$ be the random waits at $T_h$. The order reverses if event 1 is first at $T_h$, $\tau_1<\tau_2$, and event 2 is first at $T_l$, $\tau_2<a\tau_1$. For any $c>0$,
\begin{equation}
P(\tau_2>c\tau_1)=\int_0^\infty k_1e^{-k_1t}\,e^{-k_2ct}\,dt
=\frac{k_1}{k_1+ck_2}.
\end{equation}
The first factor is the density for event 1 to fire at $t$, and the second is the probability that event 2 has not fired by $ct$. Since $a>1$, the event $\tau_2>a\tau_1$ is contained in $\tau_2>\tau_1$, and the two probabilities may be subtracted:
\begin{equation}
P_{\rm rev}=\frac{k_1}{k_1+k_2}-\frac{k_1}{k_1+ak_2}
=\frac{1}{1.5}-\frac{1}{1+3.191\times0.5}=0.281 .
\end{equation}
With these rates, about 28\% of runs show the reversal. The number depends on the ratio of the two rates as well as on the barriers. Equal prefactors would give 15\%, and for these barriers and temperatures no ratio of rates gives more than about 28\%, so the chosen rates are close to the most favourable case.

The probability that event 2 comes first is $k_2/(k_1+k_2)=0.333$ at 1000 K. At 500 K the mean waits are 1056.5 ns and 662.1 ns, and the probability becomes
\begin{equation}
\frac{1/662.1}{1/1056.5+1/662.1}=0.615 .
\end{equation}
Cooling makes event 2 the more likely one, but event 1 still wins in almost four cases out of ten.

\subsection*{(d) When may the run be stopped?}

Stopping at the first event would select event 1, the wrong choice for 500 K. Let $t_{\rm short}$ be the shortest time extrapolated so far. An unseen event that would fire at $t>t_{\rm stop}$ overtakes it if $te^{E\Delta\beta}<t_{\rm short}$. Because $t>t_{\rm stop}$, this requires
\begin{equation}
E<E^*=\frac{1}{\Delta\beta}\ln\frac{t_{\rm short}}{t_{\rm stop}} .
\label{eq:estar}
\end{equation}
Suppose that every prefactor is at least $\nu_{\min}$. A pathway with $E<E^*$ then has a rate above $\nu_{\min}e^{-\beta_hE^*}$ at $T_h$. The probability that it stays silent until $t_{\rm stop}$ is below $\delta$ if
\begin{equation}
\nu_{\min}e^{-\beta_hE^*}t_{\rm stop}=L,\qquad L=\ln(1/\delta).
\label{eq:stopdef}
\end{equation}
To solve for $t_{\rm stop}$, put $r=T_l/T_h=\beta_h/\beta_l$, so that $\beta_h/\Delta\beta=r/(1-r)$, and define
\begin{equation}
x=\ln\frac{\nu_{\min}t_{\rm stop}}{L},\qquad
y=\ln\frac{\nu_{\min}t_{\rm short}}{L}.
\end{equation}
The logarithm of (\ref{eq:stopdef}) is $x=\beta_hE^*$, and (\ref{eq:estar}) gives $E^*\Delta\beta=y-x$. Hence
\begin{equation}
x=\frac{r}{1-r}(y-x)\;\Rightarrow\;(1-r)x+rx=ry\;\Rightarrow\;x=ry,
\end{equation}
that is,
\begin{equation}
t_{\rm stop}=\frac{L}{\nu_{\min}}
\left(\frac{\nu_{\min}t_{\rm short}}{L}\right)^{T_l/T_h}.
\end{equation}
This applies when $\nu_{\min}t_{\rm short}>L$, which makes $t_{\rm stop}<t_{\rm short}$. For $T_l/T_h=1/2$ it reduces to $t_{\rm stop}=\sqrt{Lt_{\rm short}/\nu_{\min}}$.

With $\delta=0.05$, $L=2.9957$. Take first $\nu_{\min}=10^{11}\ \mathrm{s^{-1}}=100\ \mathrm{ns^{-1}}$. After event 1,
\begin{equation}
t_{\rm stop}=\sqrt{2.9957\times1056.5/100}\ \mathrm{ns}=5.63\ \mathrm{ns}.
\end{equation}
The run therefore passes 2 ns and finds event 2. Now $t_{\rm short}=662.1$ ns, and the stop time drops to $\sqrt{2.9957\times662.1/100}\ \mathrm{ns}=4.45$ ns. The run continues from 2 ns to 4.45 ns, and since nothing else fires, event 2 is accepted. At that moment $E^*=\ln(662.1/4.454)/11.6045=0.431$ eV: an unseen pathway could still overtake only if its barrier were lower than this.

The value $\delta$ is an upper bound for each pathway, not for all pathways together. A missed overtaking also requires the event to fire before $t_{\rm short}e^{-E\Delta\beta}$, so its probability is
\begin{equation}
e^{-kt_{\rm stop}}-\exp\!\left(-k\,t_{\rm short}e^{-E\Delta\beta}\right),
\qquad k=\nu e^{-\beta_hE}.
\end{equation}
Evaluated on a grid of barriers from 0.02 to 1.2 eV and prefactors from $10^{11}$ to $10^{14}\ \mathrm{s^{-1}}$, its largest value is 0.014 for the full stop time. With half the stop time it is 0.17, above the allowed 0.05.

Now take $\nu_{\min}=10^{12}\ \mathrm{s^{-1}}=1000\ \mathrm{ns^{-1}}$. After event 1,
\begin{equation}
t_{\rm stop}=\sqrt{2.9957\times1056.5/1000}\ \mathrm{ns}=1.78\ \mathrm{ns}.
\end{equation}
The run ends before 2 ns and accepts event 1; event 2 is never seen. The assumption behind this choice is hard to reconcile with the data. A pathway with $E_2=0.5$ eV and $\nu=10^{12}\ \mathrm{s^{-1}}$ stays silent for 2 ns with probability
\begin{equation}
\exp\!\left(-1000\times2\,e^{-5.8023}\right)=\exp(-2000/331.0)=0.0024,
\end{equation}
and a larger prefactor makes this smaller still. The given times thus suggest either a slow second pathway or a rare wait. With the illustrative rates of part (c), $\nu_i=k_ie^{\beta_hE_i}$ gives $1.1\times10^{12}$ and $1.7\times10^{11}\ \mathrm{s^{-1}}$.

\subsection*{(e) Neglected effects for a silicon adatom}

Barriers of 0.5 to 0.6 eV are in the rough range for hops of a silicon adatom on Si(001), and 500 K belongs to low-temperature molecular beam epitaxy. The two times are round model values. An effect that multiplies the time ratio $t_{2,l}/t_{1,l}$ restores the old order only if its factor exceeds the margin of 1.596.

\textit{Anharmonicity.} Model a hop by $V(x)=E\sin^2(\pi x/d)$ with a rough period $d=0.384$ nm and mass $m=28.09$ u. The classical rate through one barrier is the thermal flux at its top divided by the population of the well:
\begin{equation}
k=\sqrt{\frac{k_BT}{2\pi m}}\;
\frac{e^{-\beta E}}{\int_{-d/2}^{d/2}e^{-\beta V(x)}dx}.
\end{equation}
Numerical quadrature at both temperatures changes the factor $e^{E\Delta\beta}$ by $-2.4\%$ for event 1 and $-3.2\%$ for event 2. The changes nearly cancel in the ratio; if one pathway alone were affected, the ratio would move by about 3\%. Size and sign depend on the shape of the well: $V=E\,[0.3\sin^2(\pi x/d)+0.7\sin^4(\pi x/d)]$, flatter at the bottom, gives about $+5.6\%$ instead. The model serves only to estimate the size of such corrections and does not reproduce the given times. Its prefactor for event 2 is about $2.3\times10^{12}\ \mathrm{s^{-1}}$, with which a wait beyond 2 ns at 1000 K would have a probability of only about $10^{-6}$.

\textit{Quantum motion.} Near the minimum $V\simeq E\pi^2x^2/d^2$, so $m\omega^2=2\pi^2E/d^2$ and the frequency is $f=\omega/2\pi=d^{-1}\sqrt{E/2m}=2.64$ THz for $E=0.6$ eV. The barrier top has the same curvature with opposite sign. Let $u=hf/k_BT$. Quantum levels change the well's partition function from $1/u$ to $1/[2\sinh(u/2)]$, which multiplies the rate by $2\sinh(u/2)/u$. A parabolic barrier transmits a particle of energy $\varepsilon$ above its top with probability $1/(1+e^{-2\pi\varepsilon/hf})$, and with $s=\beta\varepsilon$ the thermal average is
\begin{equation}
\int_{-\infty}^{\infty}\frac{e^{-s}\,ds}{1+e^{-2\pi s/u}}=\frac{u/2}{\sin(u/2)}\qquad(u<2\pi).
\end{equation}
The product of the two factors is $\sinh(u/2)/\sin(u/2)$, equal to 1.0013 at 1000 K and 1.0054 at 500 K. In this one-mode model the extrapolated time falls by 0.4\%. Stiffer modes that change between the basin and the barrier top are left out; one that softens from 12 to 8 THz, for example, would shorten the time by a further 2\%.

\textit{Thermal expansion.} With a rough expansion coefficient of $4\times10^{-6}\ \mathrm{K^{-1}}$ and an assumed barrier slope of 5 eV per unit strain, heating by 500 K shifts a barrier by $4\times10^{-6}\times500\times5=0.010$ eV. If one barrier alone shifts in the 1000 K run and the conversion uses its 500 K value, the time ratio changes by $e^{11.6045\times0.010}=1.12$. If these three estimates apply to one pathway alone, all in the unfavourable direction, their product is 1.16. If they apply to both pathways in opposite directions, it is about 1.35. Both values lie below the margin. If the conversion instead uses the barrier found in the expanded 1000 K lattice, the expansion factor is $e^{23.2090\times0.010}=1.26$ and the two products become 1.31 and 1.71. The second exceeds the margin, so opposite shifts of this size could then restore the old order. Friction and recrossing are not included in these products. For weak, temperature-independent damping the rate gains a factor proportional to $1/T$, which lowers the conversion factor by up to a factor of 2; this largely cancels in the ratio only if both pathways are damped alike.

\textit{Barrier errors.} A rough error for a barrier difference computed with an approximate density functional is 0.1 eV. If the observed times are kept and only the barriers in the conversion are corrected, the time ratio changes by $e^{0.1\times11.6045}=3.19$, twice the margin. If the true difference were smaller by this amount, the barriers would be equal and event 1 would stay first. The reversal then survives a reduction of the barrier difference by less than 0.040 eV. If the dynamics ran on the same approximate energy surface, the times at 1000 K are wrong as well. At fixed $\theta_i$ and $\nu_i$ the time at 500 K is $\theta_ie^{\beta_lE_i}/\nu_i$, so the factor becomes $e^{0.1\times23.2090}=10.2$, and the tolerated reduction falls to $\ln(1.596)/\beta_l=0.020$ eV. This is the largest uncertainty considered here.

\textit{Growth conditions.} At 510 K the times are 804 ns and 527 ns. A surface 10 K warmer than intended thus shortens them by 20 to 24\% and keeps their order; a colder one lengthens them and also keeps the order, since it lies further below 626 K. At one monolayer per second, a region of 100 sites receives $100\ \mathrm{s^{-1}}\times6.62\times10^{-7}\ \mathrm{s}=6.6\times10^{-5}$ atoms on average before event 2, so deposition seldom interrupts the wait.

A real surface also has further pathways, contrary to the assumption that nothing else fires. One seen at time $t$ with barrier $E$ replaces event 2 as the accepted event if $te^{E\Delta\beta}<662$ ns. The reversed order of events 1 and 2 remains, but neither need then be the first move at 500 K.
